Transition dipoles between separately optimized states: overlap, origin and state interaction

A molecule absorbs light and passes from its ground state to an excited state. In the dipole approximation the absorption strength is proportional to the square of the transition dipole between the two states. The electron density can differ strongly between them, so it is reasonable to optimize the orbitals of each state separately. This gives two good wave functions, A and B, each a multiconfiguration self-consistent-field (MCSCF) state with its own orbitals. It remains to evaluate the dipole operator between them.

The belief examined here is that this matrix element is a well-defined transition dipole. A more careful version admits that A and B may overlap slightly and that the electronic part then depends on the coordinate origin, but holds that adding the nuclear term repairs this for a neutral molecule. The belief is tempting because each state is good by itself, the overlap is usually hoped to be small, and a number that no longer moves with the origin looks like a physical one. The repair does remove the origin dependence of a neutral molecule. It does not turn the number into a transition dipole.

**Why the overlap survives**

Take fixed nuclei, real normalized wave functions and Hartree atomic units. Let S = ⟨A|B⟩, with the sign of B chosen so that S ≥ 0. If A and B were eigenstates of the same Hermitian Hamiltonian H, then H could act to the right or to the left:

⟨A|H|B⟩ = E_B S = E_A S, so (E_B − E_A) S = 0.

Different energies would force S = 0. The same argument holds for two eigenvectors of one configuration-interaction matrix built from common orbitals. Separately optimized states are eigenvectors of two different matrices, in two different orbital spaces, so the argument does not apply. If the states differ in spatial symmetry or spin, S vanishes anyway. The problem concerns states of the same symmetry and spin.

Matrix elements between the two orbital sets are still computable. Consider two determinants with orbital overlap matrix s, and let d be the matrix of a one-electron operator between the two sets. The product over electrons of (1 + λ × operator) replaces each orbital of the right-hand determinant by a modified orbital, so its matrix element is again a determinant:

det(s + λd).

Its value at λ = 0 is the overlap. Its derivative at λ = 0 is the matrix element of the sum of one-electron operators, because that sum is the coefficient of λ in the product. Summing over determinants with their coefficients gives S and the dipole. Nothing is ill defined in this evaluation; the question is what the result means.

**What a change of origin does**

Let the molecule have N electrons, nuclear charges Z_K at positions R_K, and total charge Q = ΣZ_K − N. All vectors are taken along one axis. With the origin at O, the dipole operator is

μ(O) = −Σ_i (r_i − O) + Σ_K Z_K (R_K − O).

The first sum is the electronic part. Separating off O gives

−Σ_i (r_i − O) = −Σ_i r_i + N O.

The number N O multiplies the identity operator, whose matrix element between A and B is S. Hence

μ_AB^el(O) = μ_AB^el(0) + N O S.

The nuclear part is a number too, so it also enters multiplied by S. It contributes −(ΣZ_K) O S to the shift. Adding the two,

μ_AB(O) = μ_AB(0) + (N − ΣZ_K) O S = μ_AB(0) − Q O S.

For a neutral molecule the shift vanishes. For an ion it does not. For S ≠ 0 the electronic part alone can even be made zero, by choosing

O = −μ_AB^el(0)/(N S).

A transition would then be allowed or forbidden according to where the axes were drawn.

**What the nuclear term leaves behind**

Origin independence is necessary for a transition dipole, but not sufficient. Let ψ₀ and ψ₁ be the two orthonormal states that diagonalize H within the space spanned by A and B. Expand

A = a₀ψ₀ + a₁ψ₁, B = b₀ψ₀ + b₁ψ₁.

Multiplying out the matrix element gives four terms, two of which contain the same μ₀₁:

μ_AB = a₀b₀ μ₀₀ + a₁b₁ μ₁₁ + (a₀b₁ + a₁b₀) μ₀₁.

The first two terms are permanent dipoles, not transition dipoles. Since S = a₀b₀ + a₁b₁, they can be regrouped:

a₀b₀ μ₀₀ + a₁b₁ μ₁₁ = ½S(μ₀₀ + μ₁₁) + ½(a₀b₀ − a₁b₁)(μ₀₀ − μ₁₁).

To verify this, collect μ₀₀ on the right: its coefficient is ½(a₀b₀ + a₁b₁) + ½(a₀b₀ − a₁b₁) = a₀b₀. The coefficient of μ₁₁ follows in the same way.

The regrouping separates two faults. The first term is proportional to the overlap and carries all the origin dependence, because a shift of origin changes both permanent dipoles equally and leaves their difference alone. For a neutral molecule this term stops moving, but it does not vanish in general. The second term can survive even when S = 0: two orthogonal states may still be mixtures of ψ₀ and ψ₁.

**Orthogonalization is not enough**

One may try to remove S directly. Keep A and replace B by

B′ = (B − S A)/√(1 − S²).

The norm is right because ⟨B − SA|B − SA⟩ = 1 − 2S² + S² = 1 − S². The moment becomes

μ_AB′ = (μ_AB − S μ_AA)/√(1 − S²).

Keeping B instead gives the same formula with μ_BB in place of μ_AA. Both results are independent of the origin, for ions as well: a shift changes μ_AB by −Q O S and each permanent dipole by −Q O, and the changes cancel in the numerator. Yet the two results differ by

S(μ_BB − μ_AA)/√(1 − S²)

in magnitude. Symmetric orthogonalization, which treats A and B alike, gives a third value,

[μ_AB − ½S(μ_AA + μ_BB)]/(1 − S²).

Three procedures free of origin dependence thus give three answers. Something other than geometry must select the pair of states.

**State interaction**

The Hamiltonian makes the selection. State interaction solves the two-by-two problem

H c = E S c,

where H and S now denote the matrices of the Hamiltonian and of the overlap in the basis A, B. In the orthonormal basis A, B′, write the solutions as a rotation:

ψ₀ = cos θ A − sin θ B′, ψ₁ = sin θ A + cos θ B′.

The coupling between them must vanish:

0 = ⟨ψ₀|H|ψ₁⟩
= sin θ cos θ H_AA + (cos²θ − sin²θ) H_AB′ − sin θ cos θ H_B′B′
= cos 2θ H_AB′ − ½ sin 2θ (H_B′B′ − H_AA).

Therefore

tan 2θ = 2H_AB′/(H_B′B′ − H_AA).

The same expansion with the dipole in place of H gives

μ₀₁ = cos 2θ μ_AB′ + ½ sin 2θ (μ_AA − μ_B′B′).

Since ⟨ψ₀|ψ₁⟩ = 0, the nuclear term drops out and the origin has no effect, whatever the charge. If A and B are replaced by two other independent combinations of themselves, the space and the Hamiltonian within it are unchanged, and so are ψ₀ and ψ₁. Their moment is unique up to sign, provided the two energies differ.

The selection has a physical meaning. Put the two-state system in a uniform field F, with Hamiltonian H − Fμ. Its energies E obey

(E₀ − Fμ₀₀ − E)(E₁ − Fμ₁₁ − E) = F²μ₀₁².

For the lower root at small F, the second factor is E₁ − E₀ to leading order. Hence

E(F) = E₀ − Fμ₀₀ − F²μ₀₁²/(E₁ − E₀) + …,

and the curvature at zero field is

−E″ = 2μ₀₁²/(E₁ − E₀).

The state-interaction moment is the one that governs this response. The curvature is the two-state contribution to the polarizability, not the full polarizability of the molecule.

**A neutral molecule: LiH**

Consider the lowest two singlet Σ⁺ states of LiH at a bond length of 3.0 bohr, in the small 6-31G basis. Each state has two active electrons in two σ orbitals and a doubly occupied core orbital, all optimized for that state. Lithium is at z = 0 and hydrogen at positive z. Dipoles are z components.

The overlap is S = 0.01435. The ratio H_AB/S = −0.11398/0.01435 ≈ −7.94 hartree equals neither E_A = −7.9957 nor E_B = −7.8757 hartree, as it would have to for eigenstates of a common H with nonzero overlap.

With the origin at lithium, the electronic moment is −1.1044 au. Moving the origin by 5 bohr adds

4 × 5 × 0.01435 = 0.2870 au,

which gives −0.817 au. At an origin 19.2 bohr from lithium the electronic moment vanishes. The nuclear term at the first origin is 1 × 3.0 × 0.01435 = 0.0430 au, and the total is −1.0614 au at both origins. So far the repair works as claimed.

The permanent dipoles are μ_AA = −2.1784 and μ_BB = 1.9612 au. Keeping A in the orthogonalization gives

(−1.0614 + 0.01435 × 2.1784)/√(1 − 0.01435²) = −1.0302 au.

Keeping B gives −1.0896 au, and the symmetric choice −1.0600 au. An overlap of 1.4 percent has opened a spread of 0.059 au, nearly 6 percent of the moment, because it multiplies a difference of about 4.1 au between the permanent dipoles.

State interaction gives θ = 0.00621 rad. The dipole of B′ is

μ_B′B′ = (μ_BB − 2Sμ_AB + S²μ_AA)/(1 − S²) ≈ 1.992 au,

so the rotation changes −1.030 by 0.00621 × (−2.178 − 1.992) = −0.026 au. The result is μ₀₁ = −1.0561 au, or 2.68 debye in magnitude. These digits belong to the 6-31G basis. In aug-cc-pVTZ the same procedure gives S = 0.0165 and μ₀₁ = −1.090 au, while the spread between the orthogonalizations remains about 6 percent.

The raw total moment, −1.0614 au, is only 0.5 percent larger in magnitude than this. The decomposition shows why. The ground-state dipole contributes 0.99998 × 0.00814 × (−2.1654) = −0.0176 au, and the excited-state dipole contributes 0.00621 × 0.99997 × 1.9787 = +0.0123 au. They largely cancel, leaving −0.0053 au. With the nuclear term included, the two permanent dipoles have opposite signs, and the small error rests on that cancellation. Neither contribution has been removed.

To see how little origin independence guarantees, replace B by the normalized combination B + 0.3A. This is no longer an optimized state, but the molecule is still neutral and the raw total moment is still independent of the origin. It is now

(−1.0614 − 0.3 × 2.1784)/√(1 + 0.6 × 0.01435 + 0.09) = −1.636 au,

which is 55 percent larger in magnitude than the state-interaction value. The latter is unchanged, since the space is the same.

Applying the field within the same two-state space checks the formula, not the accuracy of the moment. The curvature found by applying a small field is 18.58 au, and 2 × 1.0561²/0.12003 gives the same value. The raw moment in the same formula gives 18.77 au, which is 1 percent too large.

**An ion: BeH⁺**

BeH⁺ has the same number of electrons but Q = +1. At a bond length of 2.5 bohr and the same level of theory, S = 0.02577. With the origin at beryllium the raw total moment is −0.9822 au. With the origin 5 bohr away it changes by

−1 × 5 × 0.02577 = −0.1289 au,

to −1.1111 au. The nuclear term has not cured the origin dependence; it has reduced the factor from N = 4 to Q = 1 and reversed its sign. State interaction gives −0.9835 au, or 2.50 debye in magnitude, at both origins. In aug-cc-pVTZ these values shift to S = 0.0309 and −1.062 au.

The closeness of the raw value at beryllium to this result is again a cancellation: the permanent dipoles contribute only +0.0013 au there. At the other origin both permanent dipoles are lower by 5 au, and the cancellation is lost. In the response formula the raw moment at the second origin would give 2 × 1.1111²/0.18678 = 13.2 au, against a curvature of 10.36 au.

**What state interaction does not cure**

A well-defined moment is not yet an accurate one. Full configuration interaction in the same basis, which distributes all four electrons over all orbitals, gives 1.0542 au for LiH and 1.0395 au for BeH⁺ in magnitude. State interaction is 0.2 percent above the first and 5.4 percent below the second. The remaining error belongs to the two-state space, which leaves out part of the electron correlation: its lower energy lies 0.0024 hartree above full configuration interaction in LiH and 0.0068 hartree above it in BeH⁺. The reference has limits of its own: the basis has no d functions on the metal, no p functions on hydrogen and no added diffuse functions, and nuclear motion and relativity are left out. The basis effect is large. With the core frozen, which changes the 6-31G references by no more than 0.001 au, full configuration interaction in aug-cc-pVTZ gives 0.94 au for LiH and 1.04 au for BeH⁺, and state interaction in that basis lies about 16 percent and 2.5 percent above them. The 0.2 percent agreement for LiH is therefore an accident of 6-31G: there, full correlation among the σ orbitals lowers the moment to 1.036 au and excitations into π orbitals raise it back to 1.054 au.

The ion also shows why agreement with a reference cannot justify the raw moment. Setting −0.9822 − 0.02577 O equal to −1.0395 gives O ≈ 2.2 bohr. With the origin there, the raw moment would match full configuration interaction, though neither wave function had improved.

State interaction also has a cost. Its upper state is no longer the optimized B: in LiH the upper energy rises by about 8 × 10⁻⁶ hartree, while the lower one falls by about 5 × 10⁻⁶. These energy changes are negligible here, although the same mixing changed the moment between A and B′ by 0.026 au. A stronger coupling would alter both states more, and adding a third state to the space would in general alter the moment again. The result is therefore to be quoted together with the space in which it was obtained.

The size of the raw error follows from the decomposition. When A is close to ψ₀ and B to ψ₁, the factor a₀b₁ + a₁b₀ differs from 1 only in second order of the small coefficients a₁ and b₀. The error is then set by the products a₀b₀ and a₁b₁ times the permanent dipoles, and not by the transition dipole itself. When μ₀₁ is small, the same contamination is a larger fraction of it, so a weak transition between strongly polar states is where the raw moment deserves the most suspicion. A small overlap is no reassurance: in LiH the term proportional to S supplies only ½ × 0.01435 × (−2.1654 + 1.9787) = −0.0013 au of the −0.0053 au error, and the mixing term, which can survive at S = 0, supplies the other −0.0040 au.

The numerical output below gives the full set of values for both molecules.

Table of computed values

```
LiH: charge 0, electrons 4, bond 3.0 bohr, 6-31g
 E_A, E_B separately optimized: -7.995697, -7.875682 hartree
 overlap S: 0.01435; H_AB: -0.113977 hartree
 mu_AA, mu_BB total, origin 0: -2.1784, 1.9612 au
 raw electronic mu_AB, origin 0 and 5 bohr: -1.1044, -0.8175 au
 raw total mu_AB, origin 0 and 5 bohr: -1.0614, -1.0614 au
 origin where raw electronic mu_AB vanishes: 19.2436 bohr
 orthogonalized, A kept / B kept / symmetric: -1.0302 / -1.0896 / -1.0600 au
 SI energies E_0, E_1: -7.995702, -7.875674 hartree
 SI gap: 0.120028 hartree; mixing angle theta: 0.00621 rad
 SI mu_01, origin 0 and 5 bohr: -1.0561, -1.0561 au
 SI mu_01 converted: -2.6843 debye
 a0, a1; b0, b1: 0.99998, 0.00621; 0.00814, 0.99997
 SI mu_00, mu_11 total, origin 0: -2.1654, 1.9787 au
 raw total at 0 = permanent + transition: -0.0053 + -1.0561 au
 raw total at 0 after B -> normalized B+0.3A: -1.6361 au
 field curvature -E'': 18.584 au; from SI mu: 18.584 au
 same formula with raw total mu at 0: 18.771 au
 full CI E_0, E_1: -7.998142, -7.876968 hartree
 full CI mu_01: -1.0542 au = -2.6796 debye
 overlaps of SI with full CI states: 0.99889, 0.99934
BeH+: charge 1, electrons 4, bond 2.5 bohr, 6-31g
 E_A, E_B separately optimized: -14.863047, -14.676327 hartree
 overlap S: 0.02577; H_AB: -0.380914 hartree
 mu_AA, mu_BB total, origin 0: -0.9067, 1.2237 au
 raw electronic mu_AB, origin 0 and 5 bohr: -1.0466, -0.5312 au
 raw total mu_AB, origin 0 and 5 bohr: -0.9822, -1.1111 au
 origin where raw electronic mu_AB vanishes: 10.1537 bohr
 orthogonalized, A kept / B kept / symmetric: -0.9592 / -1.0141 / -0.9869 au
 SI energies E_0, E_1: -14.863071, -14.676288 hartree
 SI gap: 0.186783 hartree; mixing angle theta: 0.01126 rad
 SI mu_01, origin 0 and 5 bohr: -0.9835, -0.9835 au
 SI mu_01 converted: -2.4997 debye
 a0, a1; b0, b1: 0.99994, 0.01126; 0.01451, 0.99989
 SI mu_00, mu_11 total, origin 0: -0.8849, 1.2527 au
 raw total at 0 = permanent + transition: 0.0013 + -0.9835 au
 raw total at 0 after B -> normalized B+0.3A: -1.1929 au
 field curvature -E'': 10.357 au; from SI mu: 10.357 au
 same formula with raw total mu at 0: 10.330 au
 full CI E_0, E_1: -14.869887, -14.681493 hartree
 full CI mu_01: -1.0395 au = -2.6422 debye
 overlaps of SI with full CI states: 0.99695, 0.99720
```
